# Thermal healing length of a silicon film on oxide

## Question

A silicon film of thickness $t_f=100$ nm and in-plane conductivity $k_f=80$ W/mK lies on an oxide layer of thickness $t_{ox}=300$ nm and conductivity $k_{ox}=1.3$ W/mK. The oxide rests on a thick silicon substrate. A long, narrow line heater in the film, along $y$ at $x=0$, releases $P'=100$ µW/µm. The height $z$ is measured upward from the base of the oxide.

Unless a part says otherwise, take a steady state in which nothing varies along $y$, the film is wide, no heat leaves its top, the interfaces have no thermal resistance, and the oxide base is isothermal. The rise $\theta$ is measured from the temperature of that base.

**(a)** Derive the equation for $\theta(x)$ in the film and find the length over which a local rise decays. When is the derivation justified?

**(b)** Find the temperature profile and the share of heat that enters the oxide within a distance $x$ of the heater. What changes if the film ends at insulated edges $x=\pm W$?

**(c)** Find the decay length from the two-dimensional heat equation in both layers, and explain the leading correction to (a).

**(d)** Each face of the oxide has an interface resistance of roughly $5\times10^{-9}$ m²K/W. How does the decay length change?

**(e)** The substrate, of conductivity $k_s=148$ W/mK, is not isothermal. Its heat sink is roughly $D=500$ µm away. What does this do to a temperature profile measured by a scanning probe?

**(f)** Estimate the other neglected effects. How many digits of the decay length have physical meaning?

## Model answers

### (a) Heat balance

Assume that $\theta$ is uniform through the film and that heat crosses the oxide vertically. The oxide temperature is then linear in $z$, and the downward flux is $\theta/R$ with

$$R=\frac{t_{ox}}{k_{ox}}=\frac{300\times10^{-9}}{1.3}=2.308\times10^{-7}\ \text{m}^2\text{K/W}.$$

Per unit length along $y$, the film carries the heat current $J=-k_ft_f\,\theta'$ towards $+x$. Away from the heater, a slice of width $dx$ loses to the oxide what it gains laterally:

$$J(x)-J(x+dx)=\frac{\theta}{R}\,dx .$$

The left side is $-J'\,dx=k_ft_f\,\theta''\,dx$, so

$$k_ft_f\,\theta''=\frac{\theta}{R},\qquad \theta''=\frac{\theta}{L^2},\qquad L=\sqrt{k_ft_fR}=\sqrt{\frac{k_f\,t_f\,t_{ox}}{k_{ox}}}.$$

The solutions are $e^{\pm x/L}$. For $x>0$ in a wide film, the growing one is excluded. The decay length $L$ is the thermal healing length. With $k_ft_f=8.0\times10^{-6}$ W/K,

$$L^2=8.0\times10^{-6}\times2.308\times10^{-7}=1.846\times10^{-12}\ \text{m}^2,\qquad L=1.36\ \text{µm}.$$

The assumptions require $L$ to be much larger than both thicknesses. From the formula,

$$\frac{L}{t_{ox}}=\sqrt{\frac{k_ft_f}{k_{ox}t_{ox}}}=4.5,\qquad \frac{L}{t_f}=\sqrt{\frac{k_ft_{ox}}{k_{ox}t_f}}=13.6 .$$

The first ratio is the more restrictive. If the oxide is thickened at fixed $t_f$, $L$ grows as $\sqrt{t_{ox}}$, more slowly than $t_{ox}$ itself, and the approximation eventually fails.

### (b) Profile and heat flow

By symmetry half the power flows each way, so $-k_ft_f\,\theta'(0^+)=P'/2$. For $\theta=\theta_0e^{-x/L}$ the left side is $k_ft_f\theta_0/L$. Hence

$$\theta(x)=\theta_0e^{-|x|/L},\qquad \theta_0=\frac{P'L}{2k_ft_f}=\frac{100\times1.3587\times10^{-6}}{2\times8.0\times10^{-6}}=8.49\ \text{K},$$

where $100$ µW/µm $=100$ W/m. The rise is 3.12 K at $L$ and 0.42 K at $3L$.

The heat entering the oxide between $0$ and $x$, divided by $P'/2$, is

$$\frac{2}{P'}\int_0^x\frac{\theta_0e^{-s/L}}{R}\,ds=\frac{2\theta_0L}{P'R}\left(1-e^{-x/L}\right)=1-e^{-x/L},$$

because $2\theta_0L/(P'R)=L^2/(k_ft_fR)=1$. Within one healing length 63% of the heat has left the film. The remaining 37% leaves farther out, so $L$ is a decay length and not the edge of the warm region.

With insulated edges at $\pm W$, the condition $\theta'(W)=0$ selects $\theta=C\cosh[(W-x)/L]$ for $0<x<W$. The heater condition gives $k_ft_f(C/L)\sinh(W/L)=P'/2$, so the peak is

$$\theta(0)=C\cosh\frac{W}{L}=\theta_0\coth\frac{W}{L}.$$

For $W\gg L$ this returns $\theta_0$. For $W=L$ it is $1.313\,\theta_0=11.2$ K, since heat that would have spread farther must leave through a smaller area. For $W\ll L$ it tends to $\theta_0L/W=P'R/(2W)$: the film is nearly uniform, and its temperature no longer depends on $k_f$. These results assume that no heat spreads sideways past $x=\pm W$, as when the oxide ends with the film. If the oxide continues, heat spreads into it over a distance of order $t_{ox}$ and the peak is lower. This is negligible only for $W\gg t_{ox}$. At $W=L=4.5\,t_{ox}$ it already lowers the peak by several percent.

### (c) Two-dimensional decay

Seek solutions proportional to $e^{-qx}$. Laplace's equation then requires $\partial_z^2\theta=-q^2\theta$. The isothermal base and the insulated top select

$$\theta_{ox}=B\sin(qz)\,e^{-qx},\qquad \theta_f=A\cos[q(t_{ox}+t_f-z)]\,e^{-qx}.$$

At $z=t_{ox}$ the temperature and the downward flux $k\,\partial_z\theta$ are continuous:

$$A\cos(qt_f)=B\sin(qt_{ox}),\qquad k_fAq\sin(qt_f)=k_{ox}Bq\cos(qt_{ox}).$$

Dividing the second by the first and multiplying by $\tan(qt_{ox})/q$ gives

$$k_f\tan(qt_f)\tan(qt_{ox})=k_{ox}.$$

The smallest root gives the far decay length $\lambda=1/q=1.371$ µm, which is 0.9% above $L$. The next root gives 95 nm, so the higher modes are confined to the neighbourhood of the heater.

To find the correction, use $\tan u\approx u+u^3/3$:

$$k_ft_ft_{ox}q^2\left[1+\frac{q^2(t_f^2+t_{ox}^2)}{3}\right]\approx k_{ox}.$$

Dividing by $k_{ox}q^2$ gives $\lambda^2\approx L^2[1+(t_f^2+t_{ox}^2)/(3\lambda^2)]$. Replacing $\lambda$ by $L$ inside the small term,

$$\lambda^2\approx L^2+\frac{t_f^2+t_{ox}^2}{3}=1.8462+0.0033+0.0300=1.8795\ \text{µm}^2,$$

so $\lambda\approx1.371$ µm.

The oxide term is lateral conduction in the oxide. There $\partial_z^2\theta_{ox}=-\partial_x^2\theta_{ox}\approx-\theta''z/t_{ox}$, which integrates to

$$\theta_{ox}=\theta\frac{z}{t_{ox}}+\frac{\theta''}{6}\left(t_{ox}z-\frac{z^3}{t_{ox}}\right).$$

This vanishes at the base and equals $\theta$ at the film. The flux leaving the film is $k_{ox}\partial_z\theta_{ox}=\theta/R-k_{ox}t_{ox}\theta''/3$. In the heat balance, $k_ft_f$ is therefore replaced by $k_ft_f+k_{ox}t_{ox}/3$. Multiplying the addition by $R$ gives $t_{ox}^2/3$.

The film term is vertical resistance. If a flux $g$ leaves the film's lower face and is supplied evenly through its thickness, the flux at depth $d$ below the top is $gd/t_f$. The temperature there is $gd^2/(2k_ft_f)$ below that of the top. This drop is $gt_f/(2k_f)$ at the lower face and $gt_f/(6k_f)$ on average, so the film's mean exceeds its lower face by $gt_f/(3k_f)$. The resistance $t_f/(3k_f)$ adds to $R$, and $k_ft_f$ times it is $t_f^2/3$.

A finite-volume solution of the cross-section, with 25 nm cells and the heat fed evenly into the film at $x=0$, uses neither the one-dimensional equation nor the modes. It also gives a decay length of 1.371 µm. Its other results compare with (b) as follows:

- The peak rise, averaged through the film, is 8.44 K against 8.49 K.
- The rise at $L$ is 3.13 K against 3.12 K.
- The share of heat entering the base within $L$ is 62.6% against 63.2%.

### (d) Interface resistance

Both interfaces are in series with the oxide, so $R$ becomes $R+R_{int}$, with $R_{int}=2\times5\times10^{-9}=1.0\times10^{-8}$ m²K/W. Since $L\propto\sqrt R$,

$$\frac{L_{int}}{L}=\sqrt{1+\frac{R_{int}}{R}}=\sqrt{1+0.0433}=1.021 .$$

The healing length rises by 2.1%, and the finite-volume solution with the same resistances agrees. For the same $R_{int}$ a thinner oxide would be affected more, because $R$ falls with $t_{ox}$.

### (e) Substrate heating

The flux reaching the substrate is approximately $\theta/R=(P'/2L)e^{-|x|/L}$. A line source $P'$ on the surface of a half-space sends its heat through half-cylinders of area $\pi r$ per unit length. Thus $-k_s\pi r\,dT/dr=P'$, and the rise above the sink is $(P'/\pi k_s)\ln(D/r)$. This holds for a heater much longer than $D$; for a shorter heater the logarithm is cut off near the heater's length and the substrate rise is smaller. Summing over the distributed flux at $x=0$, with $u=|x|/L$,

$$T_s(0)=\frac{P'}{\pi k_s}\int_0^\infty e^{-u}\ln\frac{D}{Lu}\,du=\frac{P'}{\pi k_s}\left(\ln\frac DL+\gamma\right),$$

where $\gamma=0.577=-\int_0^\infty e^{-u}\ln u\,du$. The result is $0.2151\times(5.908+0.577)=1.395$ K. The same sum centred on $x=3L$, done numerically, gives 1.06 K.

The substrate hardly alters the local temperature drop. At wavenumber $p$ along $x$, a half-space adds the resistance $1/(k_s|p|)$ in series with $R$, so the film's Fourier amplitude is

$$\tilde\theta(p)=\frac{P'}{k_ft_fp^2+\left[R+1/(k_s|p|)\right]^{-1}} .$$

The film's drop from $0$ to $L$ is $\frac1\pi\int_0^\infty(1-\cos pL)\,\tilde\theta\,dp=5.41$ K, against 5.37 K with an isothermal base.

The tail is another matter. At $3L$ the substrate surface is 1.06 K above the sink, while the film is only about 0.4 K above the substrate. Suppose a probe records temperature relative to the distant sink. As a rough estimate, add the two rises: 9.89 K at the heater and 1.48 K at $3L$. A pure exponential through these points has decay length $3L/\ln(9.89/1.48)=1.6L$, or about 2.1 µm. The substrate background must therefore be included in the fit before a healing length is extracted. A constant background is not enough in the tail: the substrate rise falls by about 0.3 K between the heater and $3L$, which is comparable with the film's own rise of about 0.4 K there. Even subtracting the local substrate temperature does not leave a pure exponential. The flux through the oxide has the Fourier amplitude $P'/(1+p^2L^2+\epsilon|p|L)$ with $\epsilon=L/(k_sR)=0.04$, and the $|p|$ term adds a slowly falling tail. The film's rise above the substrate surface then decays about 2% more slowly between $L$ and $3L$, and about 4% more slowly between 2 and 6 µm, than it does over an isothermal base.

### (f) Remaining effects and meaningful digits

**Loss from the top.** A temperature pattern of lateral scale $L$ reaches a height of order $L$ into the air. With $k_{air}\approx0.026$ W/mK, the loss coefficient is about $k_{air}/L=1.9\times10^4$ W/m²K, in parallel with the oxide's $1/R=4.33\times10^6$ W/m²K. If all this heat were carried away, $L$ would fall by about 0.2%. Still air with no heat sink nearby instead returns some of it to the film farther out, which can lengthen the measured decay by a similar amount within about $3L$ of the heater, and by more farther out. The estimate therefore gives the size of the effect, not its sign. Far-field radiation from a black surface at 300 K gives $4\sigma T^3=6.1$ W/m²K, about $10^{-6}$ of the oxide's conductance.

**Temperature dependence.** If $k_f\propto T^{-1.3}$, a rough law for bulk silicon, the formula evaluated at the conductivity of the 8.49 K peak gives an $L$ lower by 1.8%. The profile itself steepens a little more. With $k_f\propto1-\beta\theta$ and $\beta=1.3/300$ K$^{-1}$, the first integral of $(k_ft_f\theta')'=\theta/R$ gives $\theta/|\theta'|\approx L(1-\tfrac23\beta\theta)$, about 2.4% below $L$ at the heater. The effect fades away from the heater.

**Long phonon paths.** Take one mean free path $\Lambda$ for all phonons and walls that scatter diffusely. Let $\mu$ be the direction cosine to the film normal. Phonons leaving a wall carry no net lateral heat, and recover their bulk contribution as $1-e^{-y/(\Lambda\mu)}$ with distance $y$ from it. Averaging over the thickness, with the weight $1-\mu^2$ for in-plane heat flow and $\delta=t_f/\Lambda$, gives

$$\frac{k_f}{k_s}=1-\frac{3}{2\delta}\int_0^1(\mu-\mu^3)\left(1-e^{-\delta/\mu}\right)d\mu .$$

Setting this to $80/148$ gives $\Lambda\approx185$ nm, so $s=\Lambda/L=0.14$. To see how far Fourier's law is strained, consider a bulk medium with temperature $\propto e^{-x/L}$, and now let $\mu$ be the direction cosine to $x$. The phonon energy $f$ obeys $\mu\Lambda f'=\theta-f$, so $f=\theta/(1-\mu s)$. The flux is proportional to

$$\int_{-1}^{1}\frac{\mu\,d\mu}{1-\mu s}\approx2s\left(\frac13+\frac{s^2}{5}\right),$$

which exceeds its Fourier value by the factor $1+\tfrac35s^2=1.011$. This would lengthen $L$ by 0.6%. It is a size estimate only: the number depends on how the local temperature is defined, silicon has a broad range of phonon paths, and the walls were left out of this last step.

**The real case.** The film conductivity is an assumed input. A thin film conducts less well than bulk silicon because its walls scatter phonons, and a real 100 nm film may lie below 80 W/mK. At 60 W/mK, for example, the formula gives 1.18 µm. Doping lowers $k_f$ further, and $L\propto\sqrt{k_f}$, so a 10% uncertainty in $k_f$ alone means 5% in $L$. A device whose film ends within a few healing lengths of the heater also breaks the assumption of a wide film: in (b), insulated edges one healing length from the heater raise the peak by 31% if the oxide ends there too, and by less if it continues.

For the stated inputs the formula gives 1.36 µm. Within about $3L$ of the heater the estimated corrections to the healing length are each about 2.5% or less and differ in sign; farther out the coupling to the substrate reaches 4% or more. The rough inputs can matter more. If $k_f$ has been measured to about 10%, two digits, 1.4 µm, are the most that can be quoted. If it has only been guessed, even the second digit is uncertain. The numerical output below gives the computed values with more digits, for comparison between the models.

## Table of computed values

```
film: thickness 100 nm, conductivity 80 W/mK
oxide: thickness 300 nm, conductivity 1.3 W/mK
heater power per length 100 uW/um
oxide area resistance 2.3077e-07 m^2 K/W
oxide area conductance 4.3333e+06 W/m^2 K
film sheet conductance 8.000e-06 W/K
L squared 1.8462 um^2
healing length L 1.3587 um = 1358.7 nm
L / oxide thickness 4.53
fin: peak rise 8.492 K
fin: rise at L 3.124 K
fin: rise at 3L 0.423 K
fin: heat share entering oxide within L 0.6321
2D: peak rise 8.439 K
2D: rise at L 3.130 K
2D: heat share entering base within L 0.6258
2D: decay length from grid 1.3710 um
2D: decay length from mode equation 1.3710 um
2D: decay length from expansion 1.3709 um
2D: second-mode decay length 95.2 nm
2D decay length relative to L +0.90 %
oxide lateral term t_ox^2/3 0.0300 um^2
film vertical term t_film^2/3 0.0033 um^2
rough resistance per interface 5.0e-09 m^2 K/W
two interfaces: L change, lumped +2.14 %
two interfaces: L change, 2D grid +2.12 %
rough bulk silicon conductivity 148 W/mK
rough distance to heat sink 500 um
substrate surface rise at x=0 1.395 K
substrate surface rise at x=3L 1.059 K
film drop from 0 to L, fin 5.368 K
film drop from 0 to L, with substrate 5.411 K
rough air conductivity 0.026 W/mK
air loss coefficient k_air/L 1.91e+04 W/m^2 K
air loss: L change -0.22 %
temperature for radiation and k(T) 300 K
far-field radiation coefficient, black 6.12 W/m^2 K
radiation / oxide conductance 1.4e-06
rough exponent of k(T) 1.3
k(T) at peak rise: L change -1.80 %
grey phonon mean free path 185 nm
mean free path / L 0.136
phonon flux factor, bulk estimate 1.0113
long phonon paths: L change +0.56 %
```
